# Why a broken phosphorus pair in silicon gives no carriers

**The decision: two carriers or none**

A calculation of dopant activation in heavily phosphorus-doped silicon must decide whether two P atoms on adjacent sites supply two conduction electrons or none. The choice fixes the starting geometry of the defect calculation, the charge states to be compared, and the carrier density passed to a device model. If the P–P bond is intact, the pair is a double donor. If the bond is broken and each P atom is threefold coordinated, the four electrons not used in P–Si bonds can fill two lone pairs, and the pair is then inactive.

Electron counting explains the second case, under a condition on energy levels derived below. It does not show that the bond breaks, which is a question of total energy.

**What happens to the ten electrons**

Each P atom has five valence electrons. Assign one electron of every two-electron bond to each of its ends. A fourfold P atom uses four electrons in bonds and has one left; a threefold P atom uses three and has two left:

$$5=4+1\quad\text{(fourfold)},\qquad 5=3+2\quad\text{(threefold)}.$$

For the pair, six electrons go into the P atoms' share of the six P–Si bonds. The other four belong to the two orbitals that face each other across the P–P bond:

$$10=6+2_{\rm bond}+2_{\rm carriers}\quad\text{(intact)},\qquad
10=6+2_{\rm lone}+2_{\rm lone}\quad\text{(broken)}.$$

The ionic core has charge $+5$ in units of the elementary charge. In the intact pair each P atom keeps four electrons and is left with charge $+1$. In the broken pair it keeps five and is neutral. The broken pair therefore supplies no carriers, and its closed shells do not need electrons from other donors.

A single donor that breaks a bond to a Si neighbour is different. The two atoms bring nine electrons, of which six serve the remaining back bonds. Three are left. Two fill the P lone pair. The third occupies the Si dangling bond if that level lies below the conduction band; otherwise it remains a carrier. A half-filled dangling bond could also capture a carrier from elsewhere if its level, including electron repulsion, is low enough.

**Why the count needs an energy condition**

The facing orbitals $h_1$ and $h_2$ form a bonding and an antibonding combination. Let each have energy $\varepsilon$, and let their coupling be $-\lambda w$, where $w>0$ is the full bond coupling and $\lambda$ the fraction that survives. With overlap neglected,

$$\begin{pmatrix}\varepsilon&-\lambda w\\-\lambda w&\varepsilon\end{pmatrix}
\quad\Rightarrow\quad E_\pm=\varepsilon\pm\lambda w .$$

The lower level belongs to $(h_1+h_2)/\sqrt2$, the upper to $(h_1-h_2)/\sqrt2$. In the intact pair the upper level lies in the conduction band, so two of the four electrons go to the band edge. Breaking the bond reduces $\lambda$ and lowers $E_+$. If it falls below the Fermi level $E_F$, both levels are filled. Their summed density is

$$2\,\frac{|h_1+h_2|^2}{2}+2\,\frac{|h_1-h_2|^2}{2}=2|h_1|^2+2|h_2|^2 ,$$

because the cross terms cancel. This is one lone pair on each atom. The summed energy is $2E_-+2E_+=4\varepsilon$, so the coupling gives no net bonding. If the facing orbitals do not couple to the other bonds, the condition for inactivity is

$$\varepsilon+\lambda w<E_F. \tag{1}$$

**Counting levels in a crystal**

A one-electron model with four sp³ hybrids per atom makes the count explicit. Hybrids on one atom couple by $-v$, facing hybrids by $-w$, and the energy zero is the Si hybrid energy. Let $\phi_{ij}$ be the amplitude on atom $i$ of the hybrid facing atom $j$, and $S_i=\sum_j\phi_{ij}$. Then

$$E\phi_{ij}=-v(S_i-\phi_{ij})-w\phi_{ji}
\;\Rightarrow\;(E-v)\phi_{ij}+w\phi_{ji}=-vS_i .$$

Exchanging $i$ and $j$ gives a second equation. Multiply the first by $E-v$ and subtract $w$ times the second:

$$[(E-v)^2-w^2]\phi_{ij}=-v(E-v)S_i+vwS_j .$$

Sum over the four neighbours and write the lattice eigenvalue as $\sum_jS_j=4\gamma S_i$, with $-1\le\gamma\le1$:

$$(E-v)^2+4v(E-v)-w^2=4vw\gamma .$$

Since $(E-v)^2+4v(E-v)=(E+v)^2-4v^2$,

$$E=-v\pm\sqrt{4v^2+w^2+4vw\gamma}.$$

States with all $S_i=0$ lie at $v\pm w$. For $w>2v$, the root at $\gamma=-1$ is $w-2v$, which gives the band edges

$$E_V=v-w,\qquad E_C=w-3v,\qquad E_C-E_V=2w-4v .$$

At $v=0$ the crystal of $N$ atoms consists of $2N$ separate bonds, each with one bonding level. The gap stays open as $v$ grows to its final value, so $2N$ levels remain below it. They hold the host's $4N$ electrons.

Two P atoms raise the electron number to $4N+2$. With $M$ doubly occupied levels below the conduction band,

$$n_{\rm carriers}=4N+2-2M. \tag{2}$$

Thus $M=2N$ gives two carriers and $M=2N+1$ gives none. One additional level below the band holds both donor electrons.

**What threefold coordination does to the lone pair**

Let each P atom move away from its partner towards the plane of its three Si neighbours, which are held fixed. A hybrid along a P–Si bond has s fraction $a$. For two such hybrids separated by the bond angle $\beta$, orthogonality requires

$$a+(1-a)\cos\beta=0\quad\Rightarrow\quad
a=\frac{-\cos\beta}{1-\cos\beta}.$$

The s fractions of the four hybrids add to one, so the lone hybrid has $f=1-3a$. At the tetrahedral angle $\cos\beta=-1/3$ and $f=1/4$. In the plane $\cos\beta=-1/2$, $a=1/3$ and $f=0$: the lone pair is a pure p orbital.

On a Si atom the symmetric sum of the four hybrids is the s orbital, with $E_s=-3v$; the other three combinations are p orbitals, with $E_p=v$. All P orbitals are taken to lie lower by $\delta$. The lone-hybrid energy is then

$$\varepsilon=fE_s+(1-f)E_p-\delta=v-4vf-\delta .$$

Its coupling to a bond hybrid on the same atom has an s part $\sqrt{fa}\,E_s$. Orthogonality makes the p part $-\sqrt{fa}\,E_p$, so the coupling is $-4v\sqrt{fa}$. It vanishes in the plane, and the two lone-pair levels are there

$$E_\pm=v-\delta\pm\lambda w. \tag{3}$$

Flattening removes s character and raises the lone-pair energy. It is the loss of P–P coupling that lowers the antibonding level.

**How large: an example in silicon-like units**

Take $v=1.75$ eV, $w=4.05$ eV and $\delta=3.60$ eV. The edges are $E_V=-2.30$ eV and $E_C=-1.20$ eV, a gap of 1.10 eV. In a 250-atom cell, diagonalization gives one carrier for a single donor and two for the intact pair. The donor state of the intact pair has about 1% of its weight on the two P atoms. Its lowering below $E_C$ falls from 0.052 eV in a 128-atom cell to 0.016 eV in a 432-atom cell, close to the inverse of the cell size, as expected for an extended state. The model omits the long-range Coulomb attraction that binds an isolated donor's electron weakly.

With a bond length $d=0.235$ nm, moving both P atoms into their planes lengthens the P–P distance by $2d/3=0.157$ nm, to 0.392 nm. Suppose the coupling decays exponentially with constant 16.2 nm⁻¹, obtained from a rough orbital binding energy of 10 eV. Then

$$\lambda=e^{-16.2\times0.157}\approx0.079,\qquad \lambda w\approx0.32\ \text{eV}.$$

Equation (3) gives $-1.85\pm0.32$ eV, or $-2.17$ and $-1.53$ eV. Both levels lie in the gap. The coupling is only a rough estimate, however: at twice this value the upper level would be at $-1.21$ eV, practically at the band edge. With the levels as computed, the valence band keeps 499 levels, so $M=499+2=501$ and equation (2) gives $1002-1002=0$ carriers.

Two comparisons separate the causes. A planar pair with its full P–P coupling still gives two carriers. A pair with $\lambda=0.079$ but tetrahedral bond angles gives none, and its highest filled level is at $-2.29$ eV in the 250-atom cell ($-2.26$ eV in much larger cells), more than 0.7 eV below that of the planar pair. Within this model, planarity works against inactivity.

The numerical output also lists intermediate displacements. At three quarters of the way to the plane it reports two carriers, although the level is 0.13 eV below $E_C$ and has 81% of its weight on the facing hybrids (0.11 eV and about 96% in much larger cells). That entry reflects the counting rule, which accepts a level only if it is at least 0.2 eV below $E_C$ so that finite-cell shifts are excluded. With $E_F$ above $E_C$, this localized level would be filled, so the pair is better read as already inactive there.

**Does the bond break?**

Compare the total energy $E_{\rm br}^{0}$ of the neutral broken pair with that of the intact pair, $E_{\rm int}^{2+}$, whose two electrons are in a reservoir at $E_F$:

$$\Delta E=E_{\rm br}^{0}-E_{\rm int}^{2+}-2E_F .$$

Breaking is favourable when $\Delta E<0$, that is, when $E_F>(E_{\rm br}^{0}-E_{\rm int}^{2+})/2$. Heavy n-type doping helps by twice the rise in Fermi level.

For $3\times10^{20}$ donors per cm³, all taken as ionized, and a density-of-states mass of $1.08\,m_e$, $E_F$ is about 0.15 eV above $E_C$ at 300 K. Relative to the band edge this contributes only 0.3 eV. The model's band-energy cost of breaking is 6.2 eV. Core repulsion, electron repulsion, relaxation of the neighbours and the change in P–Si coupling are absent from that figure. The last of these alone can change the sign, because the P–Si bonds shorten by 6%: scaling their coupling with the inverse square of the distance lowers the cost to about 1.2 eV, and the exponential law used above for the P–P coupling makes it about $-3.5$ eV. The model therefore cannot say which geometry is stable.

**How many carriers could be lost**

For random placement on $5\times10^{22}$ sites per cm³, the donor fraction is $x=0.006$. A donor has exactly one P neighbour with probability $4x(1-x)^3$. The partner's three other neighbours are all Si with probability $(1-x)^3$. The fraction of donors in isolated adjacent pairs is therefore

$$4x(1-x)^6\approx0.023 .$$

Lattice sampling also gives 2.3%. If every such pair broke, the loss would be $6.9\times10^{18}$ cm⁻³. A much larger loss would need pairing beyond random placement or other defects.

Repulsion between ionized donors reduces even this number. A screened continuum estimate gives 0.32 eV at the bond length with zero-temperature screening, hence a Boltzmann factor of about 0.025 at 1000 K; with the weaker screening at 1000 K it gives 0.34 eV and about 0.02. The estimate is rough, since continuum screening is doubtful at atomic distance. An energy gain on breaking could offset the repulsion.

**How far the model represents silicon**

The gap is close to that of silicon, and the doping is in the heavy-doping range. The conduction band is not silicon-like: it has a single minimum at the zone centre with a mass of about $0.16\,m_e$, whereas silicon has six heavier valleys. The Fermi level used here, 0.15 eV above $E_C$, is that of silicon; the model's own band would place it higher at the same density. The limits below are therefore illustrative. The lowering $\delta$ was chosen to show the mechanism. Atomic levels suggest roughly 1.5 to 3 eV, depending on the method, with the p-level difference smaller than the sp³ average, whereas for the planar pair equation (1) with $\lambda=0.079$ requires

$$\delta>v+\lambda w-E_F\approx1.75+0.32+1.05=3.12\ \text{eV}.$$

With $\delta=2.5$ eV both lone-pair levels of the planar pair, at $-1.07$ and $-0.43$ eV, would lie above $E_C$. The upper one would be empty and the lower one, only about 0.02 eV below $E_F$, about two thirds filled at 300 K, so the planar pair would stay active in this model and supply about 2.7 carriers. A pair with the same $\lambda$ but tetrahedral bond angles would still be inactive, because s character lowers its lone-pair levels. The model also fixes the Si p level at $w=4.05$ eV above the valence edge, so its $\delta$ should not be read as an atomic energy difference.

The decay of the coupling matters as much. At $\delta=3.60$ eV, condition (1) for the planar pair requires $\lambda<0.80/4.05\approx0.20$. An inverse-square decay gives $\lambda=0.36$, and the planar pair then supplies two carriers. Where the levels do lie as in the example, thermal emission is small: the upper one is 0.48 eV below $E_F$, with a Boltzmann factor near $10^{-8}$ at 300 K.

**What to do in a calculation**

1. Relax the pair from the ideal sites and also from geometries with the P atoms displaced apart. A local relaxation may not cross a barrier between the two structures.
2. Compare the neutral broken pair with the doubly positive intact pair at the intended $E_F$, with corrections for charged cells. A neutral 250-atom cell with an intact pair holds two band electrons, equivalent to $4\times10^{20}$ cm⁻³, so its energy includes band filling.
3. Check that both lone pairs are filled. A lone-pair level in the gap should be localized on the P atoms and stable as the cell grows. One that lies within the valence band can mix with host states and spread over many levels; the density of states projected on the P atoms then helps to identify it. A long P–P distance alone does not establish inactivity.
4. If the broken pair is stable and its lone-pair levels lie below both the conduction band and the Fermi level, subtract two carriers per broken pair from the donor count and treat the pair as neutral. Do not also count it as an acceptor.

## Table of computed values

```
Model v, w, delta: 1.75, 4.05, 3.60 eV
Valence edge, conduction edge: -2.300, -1.200 eV
Gap: 1.100 eV; atoms in main cell: 250
Counting margin below conduction edge: 0.20 eV
Carriers, host / one donor / intact pair: 0 / 1 / 2
Intact pair, donor state weight on both P: 0.0096
Intact pair, lowering in 128-atom cell: 0.0518 eV
Intact pair, lowering in 432-atom cell: 0.0160 eV
Bond length: 0.235 nm; tail energy: 10.0 eV
Tail decay constant: 16.20 1/nm
Path: move, coupling fraction, bond angle (deg), lone s fraction,
      level 2N+1 minus conduction edge (eV), facing weight, carriers
  0.00 1.000 109.5 0.250 -0.027 0.007 2
  0.25 0.530 113.7 0.141 -0.038 0.025 2
  0.50 0.281 117.0 0.062 -0.051 0.106 2
  0.75 0.149 119.2 0.016 -0.128 0.807 2
  1.00 0.079 120.0 0.000 -0.330 1.000 0
Planar P-P distance: 0.392 nm
Planar P-Si distance: 0.222 nm
Planar lone-pair levels: -2.170, -1.530 eV
Levels left in valence band, broken pair: 499
Planar but fully coupled pair, carriers: 2
Broken but pyramidal pair, level: -2.285 eV, carriers: 0
Inverse-square coupling fraction: 0.360, carriers: 2
Band-energy cost of breaking, no repulsion: 6.16 eV
Donor density: 3.0e+20 cm^-3; site density: 5.0e+22 cm^-3
DOS mass: 1.08 m_e; relative permittivity: 11.7
Temperature: 300 K; kT: 0.0259 eV
Fermi energy above band edge, 0 K: 0.151 eV
Chemical potential above band edge, 300 K: 0.147 eV
Largest coupling fraction for filled lone pairs: 0.197
Thermal emission factor from upper lone pair: 9.5e-09
Donor site fraction: 0.0060
Donors in isolated pairs, formula: 2.31 %
Donors in isolated pairs, sampled: 2.31 %
Carrier loss if all such pairs break: 6.94e+18 cm^-3
Donor repulsion, bare / screened: 0.524 / 0.316 eV
Screening length: 0.466 nm
Pair suppression factor at 1000 K: 0.025
```
